# Comment on reading a band offset from two bulk plane-wave runs

**The argument under review**

The manuscript treats two lattice-matched insulators, A and B. Each is computed in its own periodic cell with the same plane-wave code, cutoff and exchange potential. The valence-band maxima come out as \(E_v^A=-0.27117\) and \(E_v^B=-0.20655\) hartree. The author reasons as follows: "Both runs set the \(G=0\) component of the electrostatic potential to zero. The two energy scales therefore have the same zero, and the valence offset is

\[
E_v^B-E_v^A=-0.20655+0.27117=0.06462\ \text{hartree},
\]

or 1.76 eV, with B higher."

The eigenvalues are correct. The question is whether using the same rule in both runs gives the two scales the same physical zero.

**The model and its signs**

I use the manuscript's model and Hartree atomic units. Each crystal is a row of ion planes normal to \(z\), with period \(a=5\) bohr. A plane carries charge \(Z=2\) per area \(S=12\) bohr\(^2\), smeared along \(z\) into a Gaussian of width \(\sigma\): 0.5 bohr in A and 0.9 bohr in B. In-plane electron motion is frozen, so each orbital \(\varphi_i(z)\) holds two electrons per area \(S\), and

\[
n_e(z)=\frac{2}{S}\sum_i^{\rm occ}|\varphi_i(z)|^2 .
\]

The orbitals obey

\[
\left[-\frac12\frac{d^2}{dz^2}+V(z)+v_x(z)\right]\varphi_i=\varepsilon_i\varphi_i,
\qquad v_x=-\left(\frac{3n_e}{\pi}\right)^{1/3}.
\]

Here \(V\) is the electrostatic potential energy of an electron, and \(v_x\) is the local-density exchange potential. Correlation is left out. There are two electrons per cell and area \(S\), so the lowest band is full. The gaps are 0.307 hartree in A and 0.180 hartree in B. All band edges below are Kohn-Sham edges of this model.

Let \(n_{\rm ion}\) be the number density of positive ionic charge, and define \(\rho=n_e-n_{\rm ion}\). Electrons repel an electron and so raise \(V\), which gives Poisson's equation the form

\[
V''(z)=-4\pi\rho(z).
\]

**Point 1. The bulk density does not determine the average potential**

In a periodic crystal, write \(V(z)=\sum_G V(G)e^{iGz}\), and likewise for \(\rho\). Two derivatives multiply each term by \(-G^2\), so

\[
G^2V(G)=4\pi\rho(G).
\]

For \(G\neq0\) one divides by \(G^2\), and the density fixes \(V(G)\). For \(G=0\) the left side is zero whatever \(V(0)\) may be, and the right side is zero because the cell is neutral. The equation is satisfied by every value of \(V(0)\). Setting \(V(0)=0\) selects one solution; it does not measure anything.

If \(V(0)\) is changed by a constant \(c\), the Hamiltonian changes by \(c\) times the identity. The orbitals and density stay the same, and every eigenvalue moves by \(c\). Differences within one run, such as the gap, are unaffected. A difference between runs changes by \(c_B-c_A\), and nothing in the two bulk calculations relates these constants.

What a bulk run does determine is the edge measured from its own average potential,

\[
E_v-\bar V,\qquad \bar V=\frac1a\int_{\rm cell}V\,dz=V(0),
\]

because both terms move by \(c\).

The average of \(v_x\) has a different status. It is a definite function of the density, with mean value \(-0.301\) hartree in A and \(-0.309\) hartree in B. It must stay in \(E_v\) and is not to be removed as though it were another free zero.

**Point 2. A second reasonable convention gives a second "offset"**

The Fourier component of the ion density is

\[
n_{\rm ion}(G)=\frac{Z}{Sa}e^{-G^2\sigma^2/2},
\]

with the origin on an ion plane. Its contribution to \(V(G)\) is \(-4\pi n_{\rm ion}(G)/G^2\). Expanding the exponential for small \(G\) gives

\[
-\frac{4\pi Z}{SaG^2}\left(1-\frac{G^2\sigma^2}{2}+\dots\right)
=-\frac{4\pi Z}{SaG^2}+\frac{2\pi Z\sigma^2}{Sa}+O(G^2).
\]

The divergent term cancels against the leading term of the electrons. The constant

\[
\frac{\alpha}{\Omega}=\frac{2\pi Z\sigma^2}{Sa},\qquad \Omega=Sa,
\]

survives. It is the cell average of the difference between the potential of a smeared plane and that of a sharp one. A program may include it in the potential, or omit it there and account for it in the total energy.

For the two crystals,

\[
\left(\frac{\alpha}{\Omega}\right)_A=\frac{2\pi(2)(0.5)^2}{60}=0.05236,
\qquad
\left(\frac{\alpha}{\Omega}\right)_B=\frac{2\pi(2)(0.9)^2}{60}=0.16965
\]

hartree. If both runs keep the constant, the eigenvalue difference becomes

\[
0.06462+(0.16965-0.05236)=0.1819\ \text{hartree},
\]

or 4.95 eV. Again the same rule was used in both runs. The manuscript's criterion therefore accepts both 1.76 eV and 4.95 eV for the same pair of crystals.

Keeping \(\alpha/\Omega\) does not repair the reference. It retains the ionic constant left by the \(0/0\) limit but not the corresponding electronic constant. The next point shows why the complete constant is not a bulk number either.

**Point 3. A vacuum level does not give the bulk a unique zero**

The author might reply that the true zero is the potential far outside a finite piece of crystal. To examine this, cut the periodic density into identical cells, each neutral and without a dipole moment, and stack a finite number of them without letting the charge rearrange.

The potential of one cell alone is

\[
V_c(z)=-2\pi\int|z-z'|\rho_c(z')\,dz' .
\]

To the right of the cell, \(|z-z'|=z-z'\), so

\[
V_c=-2\pi\left[z\int\rho_c\,dz'-\int z'\rho_c\,dz'\right]=0,
\]

by neutrality and the absence of a dipole. To the left the overall sign of the bracket changes, and the result is again zero. Thus \(V_c\) vanishes outside its own cell and is measured from the vacuum.

Now integrate by parts twice. The boundary terms vanish because \(V_c\) and \(V_c'\) vanish outside the cell:

\[
\int V_c\,dz=-\int zV_c'\,dz=\int\frac{z^2}{2}V_c''\,dz
=-2\pi\int z^2\rho_c\,dz .
\]

In the stack, each cell contains only its own \(V_c\). Dividing by \(a\) and inserting \(\rho_c=n_e-n_{\rm ion}\) gives

\[
\bar V-V_{\rm vac}=\frac{2\pi}{a}\int_{\rm cell}z^2\,(n_{\rm ion}-n_e)\,dz .
\]

This is also the \(G\to0\) limit of \(4\pi\rho_c(G)/(aG^2)\), where \(\rho_c(G)=\int\rho_c e^{-iGz}dz\): the zeroth and first moments vanish, so the expansion begins with \(-\tfrac12G^2\int z^2\rho_c\,dz\). The \(0/0\) of Point 1 thus acquires a value once a cell has been chosen. The value depends on that choice, because the second moment does.

Two symmetric cuts of the same bulk densities show the size of the effect. One passes midway between ion planes, the other through their centres. The table gives \(\bar V-V_{\rm vac}\) in hartree. The moments are midpoint sums with spacing \(h=a/32\). Because \(z^2\rho\) is not periodic, such a sum omits \(\frac{h^2}{24}\left[(z^2\rho)'\right]_{-a/2}^{a/2}=\frac{h^2a}{12}\rho(z_{\rm cut})\), which is \(-\pi h^2\rho(z_{\rm cut})/6\) in \(\bar V-V_{\rm vac}\). With \(|\rho|\) below the ionic peak density, 0.13 bohr\(^{-3}\) in A, this is less than \(2\times10^{-3}\) hartree. The entries, and the sums formed from them, should be read to about that accuracy; the error is largest for the cut through the planes.

| Cut | A | B |
|---|---:|---:|
| Between planes | −0.1568 | −0.1025 |
| Through planes | 0.2575 | 0.1147 |

Adding these averages to the bulk edges gives vacuum-referenced valence differences, B minus A, of

\[
0.0646+(-0.1025+0.1568)=0.1189\ \text{hartree}
\]

for the first cut and

\[
0.0646+(0.1147-0.2575)=-0.0782\ \text{hartree}
\]

for the second. Even the sign changes, although the periodic densities and all bulk eigenvalues are the same.

These frozen cuts are not realistic surfaces; the second one divides ion planes in half. They serve to prove that an infinite periodic density carries no unique average relative to vacuum. A self-consistent surface calculation gives a definite vacuum reference for that surface. Two such calculations still describe two crystal-vacuum boundaries, not the charge at the boundary between A and B.

**Point 4. What the junction supplies**

Put A on the left and B on the right in one calculation. Define the average over one period,

\[
\bar f(z)=\frac1a\int_{z-a/2}^{z+a/2}f(z')\,dz' .
\]

It removes the oscillation within a bulk cell. Averaging commutes with differentiation, so \(\bar V''=-4\pi\bar\rho\).

Let \(z_A\) and \(z_B\) lie in the middles of the two layers. I assume that no macroscopic field is present there, so \(\bar V'(z_A)=\bar V'(z_B)=0\). In the superlattices used below this follows from mirror symmetry about each layer's middle. Integrating by parts,

\[
\int_{z_A}^{z_B}z\bar V''\,dz
=\left[z\bar V'\right]_{z_A}^{z_B}-\int_{z_A}^{z_B}\bar V'\,dz
=-(\bar V_B-\bar V_A).
\]

With Poisson's equation this becomes

\[
\bar V_B-\bar V_A=4\pi\int_{z_A}^{z_B}z\,(\bar n_e-\bar n_{\rm ion})\,dz .
\]

The lineup of average potentials is the dipole of the junction charge. Its sign is as expected: moving electrons towards B raises the potential energy of an electron in B. The origin of \(z\) does not matter, because \(\int\bar\rho\,dz=-[\bar V']/(4\pi)=0\) between the two middles.

In Fourier language, the potential difference between the layers is carried entirely by components of the superlattice with nonzero \(G\). Poisson's equation determines those. The superlattice has one undetermined constant of its own, common to both layers, and it cancels in \(\bar V_B-\bar V_A\). This also holds if the ion constants are kept: in the superlattice they add up to one uniform shift.

If the layers are thick enough, the total potential in the middle of layer \(X\) is the bulk potential of \(X\) plus a constant. That constant is \(\bar V_X^{\rm int}-\bar V_X^{\rm bulk}\), where "int" denotes the interface calculation. The valence edge there is therefore

\[
E_{v,X}^{\rm int}=E_{v,X}^{\rm bulk}-\bar V_X^{\rm bulk}+\bar V_X^{\rm int}.
\]

Subtracting A from B gives the correct offset,

\[
\Delta E_v=(E_v-\bar V)_B^{\rm bulk}-(E_v-\bar V)_A^{\rm bulk}
+(\bar V_B-\bar V_A)^{\rm int}.
\]

The manuscript has calculated the first two terms in the convention \(\bar V^{\rm bulk}=0\), and has set the third to zero without calculating it.

**Point 5. The offset for the abrupt junction**

A superlattice of nine cells of A and nine of B, with unchanged ion planes, gives \(\bar V_B-\bar V_A=0.02764\) hartree. Hence

\[
\Delta E_v=0.06462+0.02764=0.09226\ \text{hartree}=2.51\ \text{eV}.
\]

The manuscript's 1.76 eV is too small by 30% of this value. With the ion constants kept, each bulk average equals its own \(\alpha/\Omega\), and the same formula gives

\[
0.18190-(0.16965-0.05236)+0.02764=0.09225\ \text{hartree},
\]

the same offset to within rounding.

The layers are thick enough for this purpose. The mid-layer potential differs from the shifted bulk potential by about \(10^{-6}\) hartree at most, and a superlattice with seven cells per layer gives the same lineup to the five decimals printed.

The numerical check also reads the offset without using bulk eigenvalues or average potentials. It lengthens one junction by repeating the mid-layer potentials, solves it by finite differences, and finds the highest valence states that reach far into A and far into B. Their separation is 0.09223 hartree. This tests the division into bulk and interface terms; the junction potential itself is taken from the superlattice.

**Point 6. The same bulk crystals can have another offset**

To separate bulk from interface effects, change the junction and nothing else. Move ionic charge \(q=0.03\) per area \(S\) from the last A plane to the first B plane. A and B carry the same \(Z\), so exchanging their atoms across the junction would move no charge. In a plane average, the fraction \(q\) stands instead for foreign atoms of lower ionic charge in one interface plane and of higher ionic charge in the other, in compensating amounts; it imitates the dipole that intermixing produces at a junction between materials of different valence.

The change in \(\rho=n_e-n_{\rm ion}\), before the electrons respond, is \(+q/S\) at the A plane and \(-q/S\) at the B plane, a distance \(a\) to the right. The dipole formula gives the bare step

\[
\delta(\bar V_B-\bar V_A)_{\rm bare}=-\frac{4\pi qa}{S}
=-\frac{4\pi(0.03)(5)}{12}=-0.1571\ \text{hartree}.
\]

The Gaussian widths do not enter, because a symmetric smearing leaves the first moment unchanged. The sign is negative because positive charge has moved towards B, where it lowers the energy of an electron.

The self-consistent change is only \(-0.0316\) hartree, smaller by a factor of 5.0. The ions are held fixed, so the difference is due to the electrons: their rearrangement contributes \(+0.125\) hartree. Moving the same ionic charge from B to A instead changes the lineup by \(+0.0306\) hartree. The two magnitudes differ by about 3%, so the response is nearly, but not perfectly, linear at this \(q\).

| Ionic charge moved | Lineup (hartree) | Offset (eV) |
|---|---:|---:|
| B to A | 0.0583 | 3.34 |
| None | 0.0276 | 2.51 |
| A to B | −0.0040 | 1.65 |

The manuscript's number is 1.76 eV in every row, since no bulk input has changed. It lies close to the last offset because that junction happens to have nearly equal average potentials on its two sides. The bulk runs could not have shown this. Such an agreement does not support the method.

**Point 7. How far the objection reaches**

The objection does not say that every offset is sensitive to interface details. For some nonpolar junctions between materials of equal valence the lineup may vary little, and a model may estimate it well. The model then supplies the missing reference. Joining the frozen cells cut between planes, for example, would predict a lineup of \(-0.1025+0.1568=0.0543\) hartree. The self-consistent abrupt junction gives 0.0276 hartree, so in this case the estimate has the right sign but is about twice the self-consistent value.

The offset formula also has conditions. If a macroscopic field remains in the layers, \(\bar V\) has a slope, and one must state the position at which the edges are compared. If a layer is too thin to have a bulk-like middle, the bulk edge cannot be attached to it. If a layer is strained, its bulk run must use the same strained cell.

**Requested revision**

The value of 1.76 eV should be withdrawn as a band offset. The author may keep both bulk calculations, but should report \(E_v-\bar V\) for each, with the same treatment of the ion constant in both terms. A self-consistent calculation of the intended junction should then supply \(\bar V_B-\bar V_A\), with its atomic arrangement stated and its convergence with layer thickness shown.

## Computed values

```
Period a = 5.00 bohr; area S = 12.00 bohr^2; ion charge Z = 2.0 e
Ion widths: A 0.50, B 0.90 bohr
Plane-wave cutoff |k+G| = 6.50 bohr^-1; grid = 32 points/cell
Bulk A: Ev with Vbar=0 = -0.27117 hartree
Bulk A: band gap = 0.30686 hartree
Bulk A: mean exchange potential = -0.30061 hartree
Bulk A: ion constant alpha/Omega = 0.05236 hartree
Bulk A: Ev with ion constant kept = -0.21881 hartree
Frozen A, cut between planes: Vbar-Vvac = -0.15680 hartree
Frozen A, cut through planes: Vbar-Vvac = 0.25747 hartree
Bulk B: Ev with Vbar=0 = -0.20655 hartree
Bulk B: band gap = 0.17973 hartree
Bulk B: mean exchange potential = -0.30896 hartree
Bulk B: ion constant alpha/Omega = 0.16965 hartree
Bulk B: Ev with ion constant kept = -0.03690 hartree
Frozen B, cut between planes: Vbar-Vvac = -0.10248 hartree
Frozen B, cut through planes: Vbar-Vvac = 0.11467 hartree
Naive Ev(B)-Ev(A), Vbar=0 = 0.06462 hartree = 1.758 eV
Naive Ev(B)-Ev(A), ion constants kept = 0.18190 hartree = 4.950 eV
Superlattice: 9 cells of A and 9 cells of B
Interface B to A: ion charge moved = 0.030 e per area S
  Vbar(B)-Vbar(A) = 0.05826 hartree; from dipole = 0.05826 hartree
  valence offset B-A = 0.12288 hartree = 3.344 eV
  offset read from long junction = 0.12285 hartree
  largest mid-layer deviation from bulk potential = 4.9e-07 hartree
  superlattice gap = 0.18707 hartree
Interface abrupt: ion charge moved = 0.000 e per area S
  Vbar(B)-Vbar(A) = 0.02764 hartree; from dipole = 0.02764 hartree
  valence offset B-A = 0.09226 hartree = 2.510 eV
  offset read from long junction = 0.09223 hartree
  largest mid-layer deviation from bulk potential = 1.1e-06 hartree
  superlattice gap = 0.19097 hartree
Interface A to B: ion charge moved = 0.030 e per area S
  Vbar(B)-Vbar(A) = -0.00398 hartree; from dipole = -0.00398 hartree
  valence offset B-A = 0.06063 hartree = 1.650 eV
  offset read from long junction = 0.06060 hartree
  largest mid-layer deviation from bulk potential = 1.5e-06 hartree
  superlattice gap = 0.19204 hartree
Abrupt lineup with 7+7 cells = 0.02764 hartree
Bare step for A-to-B charge transfer = -0.15708 hartree
Self-consistent lineup change, A to B = -0.03163 hartree
Self-consistent lineup change, B to A = 0.03062 hartree
Bare/self-consistent step, A to B = 4.97 (no unit)
```
